# Cohesive Energy of a Face-Centred-Cubic Lennard-Jones Crystal of Globular Molecules: verification in Python

```python
"""
Static cohesive energy of a face-centred-cubic Lennard-Jones crystal.

Result under test: E_coh = eps*A6**2/(2*A12), about 8.61 eps, at
r0 = sigma*(2*A12/A6)**(1/6).
eps: pair well depth; sigma: distance where the pair energy is zero;
r0: optimum nearest-neighbour distance; A_p: sum of (distance/r)**(-p)
over all sites except the origin, r being the nearest-neighbour distance.
Lattice work uses r = 1; energies are in eps and lengths in sigma
until the numerical example.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.optimize import minimize_scalar
from scipy.spatial.distance import pdist, cdist

mp.mp.dps = 25


def integer_grid(limit):
    axis = np.arange(-limit, limit + 1)
    return np.stack(np.meshgrid(axis, axis, axis, indexing="ij"),
                    axis=-1).reshape(-1, 3)


# Direct shell counts: squared distance is an integer m when r = 1.
cutoff = 40
grid = integer_grid(int(np.sqrt(2) * cutoff))
sites = grid[grid.sum(axis=1) % 2 == 0]
squared = (sites**2).sum(axis=1) // 2
counts = np.bincount(squared[squared <= cutoff**2])
shells = np.arange(1, len(counts))
counts = counts[1:]
cover = 1 / np.sqrt(2)


def partial_sum(p, last_shell):
    use = shells <= last_shell
    return float(np.sum(counts[use] * shells[use].astype(float)**(-p / 2)))


def tail_bound(p, c):
    """Upper bound for c > 0, lower bound for c < 0."""
    s = cutoff - 2 * c
    return 4 * np.pi * np.sqrt(2) * (
        s**(3 - p) / (p - 3) + 2 * c * s**(2 - p) / (p - 2)
        + c**2 * s**(1 - p) / (p - 1))


# Largest distance from any point in space to its nearest site.
fine = np.linspace(0, 2, 21)
probe = np.stack(np.meshgrid(fine, fine, fine), axis=-1).reshape(-1, 3)
near = integer_grid(4)
near = near[near.sum(axis=1) % 2 == 0]
largest_gap = cdist(probe, near).min(axis=1).max() / np.sqrt(2)
assert abs(largest_gap - cover) < 1e-12


def split_lattice_sum(p):
    """Direct plus reciprocal lattice form from the Poisson formula."""
    s = mp.mpf(p) / 2
    box = integer_grid(6)
    direct = box[box.sum(axis=1) % 2 == 0]
    parity = box % 2
    same = (parity[:, 0] == parity[:, 1]) & (parity[:, 1] == parity[:, 2])
    reciprocal = box[same]
    total = mp.sqrt(2) / (s - mp.mpf(3) / 2) - 1 / s
    for points, order, weight in (
            (direct, 1 - s, mp.mpf(1)),
            (reciprocal, s - mp.mpf(1) / 2, mp.sqrt(2))):
        norms, number = np.unique((points**2).sum(axis=1),
                                  return_counts=True)
        for norm, n in zip(norms, number):
            if 0 < norm <= 36:
                total += weight * int(n) * mp.expint(
                    order, mp.pi * int(norm) / 2)
    return float(total * mp.pi**s / mp.gamma(s))


sums, bounds = {}, {}
for p in (6, 12):
    sums[p] = split_lattice_sum(p)
    base = partial_sum(p, cutoff**2)
    bounds[p] = (base + tail_bound(p, -cover), base + tail_bound(p, cover))
    # The slack covers double-precision rounding only.
    assert bounds[p][0] - 1e-12 < sums[p] < bounds[p][1] + 1e-12
A6, A12 = sums[6], sums[12]

r0 = (2 * A12 / A6)**(1 / 6)
cohesive = A6**2 / (2 * A12)
cohesive_low = bounds[6][0]**2 / (2 * bounds[12][1])
cohesive_high = bounds[6][1]**2 / (2 * bounds[12][0])
assert 8.605 < cohesive_low < cohesive_high < 8.615


def pair_energy(distance):
    x = distance**-6.0
    return 4 * (x * x - x)


# Numerical minimum for a lattice built from primitive vectors.
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / np.sqrt(2)
cells = integer_grid(30)
cells = cells[np.any(cells != 0, axis=1)]
distances = np.linalg.norm(cells @ primitive, axis=1)
first_shell = distances[distances < 1.1]
assert len(first_shell) == 12


def minimise(lengths):
    return minimize_scalar(lambda r: 0.5 * pair_energy(r * lengths).sum(),
                           bounds=(0.95, 1.4), method="bounded",
                           options={"xatol": 1e-9})


full = minimise(distances)
shell_only = minimise(first_shell)
r_pair = 2**(1 / 6)
# The finite block omits about 2e-4 eps of distant attraction.
assert abs(full.fun + cohesive) < 5e-4
assert abs(full.x - r0) < 5e-5
assert abs(shell_only.x - r_pair) < 1e-6
assert abs(shell_only.fun + 6) < 1e-9
outer = distances[distances > 1.1]
assert np.all(pair_energy(r_pair * outer) < 0)
step = 1e-4
outer_slope = (pair_energy((r_pair + step) * outer).sum()
               - pair_energy((r_pair - step) * outer).sum()) / (4 * step)
assert outer_slope > 0 and full.x < shell_only.x
numerical_repulsion = 2 * np.sum((full.x * distances)**-12.0)
numerical_attraction = -2 * np.sum((full.x * distances)**-6.0)
assert abs(numerical_repulsion / numerical_attraction + 0.5) < 1e-5

energy_at_pair_minimum = 2 * (A12 * r_pair**-12 - A6 * r_pair**-6)
direct_at_pair_minimum = 0.5 * pair_energy(r_pair * distances).sum()
assert abs(energy_at_pair_minimum - direct_at_pair_minimum) < 5e-4

# Finite cubes, each pair counted once; third difference isolates bulk.
basis = np.array([[0, 0, 0], [0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
cube_energies = []
for n in (5, 6, 7, 8):
    axis = np.arange(n)
    corners = np.stack(np.meshgrid(axis, axis, axis),
                       axis=-1).reshape(-1, 3)
    atoms = (corners[:, None, :] + basis).reshape(-1, 3)
    atoms = atoms * np.sqrt(2) * r0
    cube_energies.append(pair_energy(pdist(atoms)).sum())
bulk_from_cubes = np.diff(cube_energies, 3)[0] / (6 * 4)
# Long-range attraction leaves a remainder of order n**(-3).
assert abs(bulk_from_cubes + cohesive) < 5e-3

# Numerical example with round model parameters.
eps_kelvin = 500.0
sigma_nm = 0.60
eps_kj = eps_kelvin * constants.R / 1000
r0_nm = r0 * sigma_nm
edge_nm = np.sqrt(2) * r0_nm
volume_nm3 = edge_nm**3 / 4
repulsion = 2 * A12 * r0**-12
attraction = -2 * A6 * r0**-6

print("Shell m, sites N_m, partial A6, partial A12 (dimensionless)")
for m in range(1, 11):
    print(f"{m:2d} {counts[m-1]:3d} {partial_sum(6, m):.6f} "
          f"{partial_sum(12, m):.8f}")
print(f"Direct-sum cutoff R: {cutoff} neighbour distances")
print(f"Covering distance c: {largest_gap:.6f} neighbour distances")
for p in (6, 12):
    print(f"A{p} direct part to R: {partial_sum(p, cutoff**2):.8f}")
    print(f"A{p} tail lower bound: {tail_bound(p, -cover):.4e}")
    print(f"A{p} tail upper bound: {tail_bound(p, cover):.4e}")
    print(f"A{p} from split sum: {sums[p]:.8f}")
print(f"E_coh lower bound: {cohesive_low:.6f} eps")
print(f"E_coh upper bound: {cohesive_high:.6f} eps")
print(f"Optimum x0 = (sigma/r0)^6: {r0**-6:.6f}")
print(f"Optimum distance r0: {r0:.6f} sigma")
print(f"Pair-minimum distance r_m: {r_pair:.6f} sigma")
print(f"Ratio r0/r_m: {r0/r_pair:.6f}")
print(f"Cohesive energy E_coh: {cohesive:.6f} eps")
print(f"Repulsive part at r0: {repulsion:.6f} eps")
print(f"Attractive part at r0: {attraction:.6f} eps")
print(f"First shell only, minimum energy: {shell_only.fun:.6f} eps")
print(f"All shells at r_m, energy: {energy_at_pair_minimum:.6f} eps")
print(f"Relaxation gain: {cohesive + energy_at_pair_minimum:.6f} eps")
print(f"Numerical minimum, finite block: {full.fun:.6f} eps")
print(f"Numerical optimum distance: {full.x:.6f} sigma")
print(f"Bulk energy from finite cubes: {bulk_from_cubes:.5f} eps")
print(f"Input eps/k_B: {eps_kelvin:.0f} K")
print(f"Input sigma: {sigma_nm:.2f} nm")
print(f"Well depth eps: {eps_kj:.4f} kJ/mol")
print(f"Neighbour distance r0: {r0_nm:.4f} nm")
print(f"Cubic cell edge: {edge_nm:.4f} nm")
print(f"Volume per molecule: {volume_nm3:.4f} nm^3")
print(f"Cohesive energy: {cohesive*eps_kj:.3f} kJ/mol")
print(f"Cohesive energy: {cohesive*eps_kelvin*constants.k/constants.e:.4f}"
      " eV per molecule")
print("checks complete")
```

Printed output:

```
Shell m, sites N_m, partial A6, partial A12 (dimensionless)
 1  12 12.000000 12.00000000
 2   6 12.750000 12.09375000
 3  24 13.638889 12.12667181
 4  12 13.826389 12.12960150
 5  24 14.018389 12.13113750
 6   8 14.055426 12.13130897
 7  48 14.195368 12.13171696
 8   6 14.207086 12.13173985
 9  36 14.256469 12.13180759
10  24 14.280469 12.13183159
Direct-sum cutoff R: 40 neighbour distances
Covering distance c: 0.707107 neighbour distances
A6 direct part to R: 14.45382846
A6 tail lower bound: 8.1277e-05
A6 tail upper bound: 1.0597e-04
A6 from split sum: 14.45392104
A12 direct part to R: 12.13188020
A12 tail lower bound: 5.3418e-15
A12 tail upper bound: 1.0761e-14
A12 from split sum: 12.13188020
E_coh lower bound: 8.610187 eps
E_coh upper bound: 8.610216 eps
Optimum x0 = (sigma/r0)^6: 0.595700
Optimum distance r0: 1.090173 sigma
Pair-minimum distance r_m: 1.122462 sigma
Ratio r0/r_m: 0.971234
Cohesive energy E_coh: 8.610200 eps
Repulsive part at r0: 8.610200 eps
Attractive part at r0: -17.220400 eps
First shell only, minimum energy: -6.000000 eps
All shells at r_m, energy: -8.387981 eps
Relaxation gain: 0.222219 eps
Numerical minimum, finite block: -8.609941 eps
Numerical optimum distance: 1.090176 sigma
Bulk energy from finite cubes: -8.60946 eps
Input eps/k_B: 500 K
Input sigma: 0.60 nm
Well depth eps: 4.1572 kJ/mol
Neighbour distance r0: 0.6541 nm
Cubic cell edge: 0.9250 nm
Volume per molecule: 0.1979 nm^3
Cohesive energy: 35.795 kJ/mol
Cohesive energy: 0.3710 eV per molecule
checks complete
```
